# Choosing Bands and Basis for Projected COHP from Plane Waves: a program that tests the result

```python
# Projected COHP from plane-wave bands in a 1D model chain (Hartree atomic units).
# chi = Bloch sums of M Gaussians, S overlap, A = S^(-1/2)<chi|psi> (columns a_j),
# O = A^+A, spilling s_j = 1-O_jj, U = A O^(-1/2), rebuilt H = U eps U^+ (Loewdin basis).
# Bond term of band j: I_j(R) = 4 Re H_AB(R) D^j_AB(R) (2 spins, 2 orders).
# Under test: with as many bands as orbitals H has the exact band energies whatever
# the spilling; for M=2, sum_R I_1 = -4<(e2-e1)|uA1|^2|uB1|^2>_k, so an unrepresented
# empty band (well C, no orbital) corrupts the occupied ICOHP at small charge spilling.
import numpy as np
from scipy.linalg import eigh, expm
from scipy.constants import physical_constants

EV = physical_constants['Hartree energy in eV'][0]
L, W, ALPHA, NG, NK = 14.0, 1.0, 0.4, 30, 24
TAU = np.array([-1.5, 1.5, 7.0])
VA, VB, VC = 1.2, 1.0, 1.1
rng = np.random.default_rng(1)
dag = lambda m: m.conj().T
def mpow(m, p):
    w, v = eigh(m); return (v * w**p) @ dag(v)
def polar(a):
    w, s, vh = np.linalg.svd(a, full_matrices=False); return w @ vh
def pw_ham(q, length, centres, depths, shift=0.0):
    g = q[:, None] - q[None, :]
    v = sum(-d * np.exp(-1j * g * t) for t, d in zip(centres, depths))
    return np.diag(q**2 / 2 + shift) + v * W * np.sqrt(np.pi) * np.exp(-g**2 * W**2 / 4) / length
def pw_orb(q, length, centres):
    ft = (2 * ALPHA / np.pi)**.25 * np.sqrt(np.pi / ALPHA) * np.exp(-q**2 / (4 * ALPHA))
    return np.array([ft * np.exp(-1j * q * t) for t in centres]).T / np.sqrt(length)
def kpoint(vc, k, m, rule, shift=0.0):
    q = k + 2 * np.pi * np.arange(-NG, NG + 1) / L
    h = pw_ham(q, L, TAU, [VA, VB, vc], shift); e, psi = eigh(h)
    f = pw_orb(q, L, TAU[:m]); s = dag(f) @ f; si = mpow(s, -.5)
    a = si @ dag(f) @ psi
    ph = np.exp(-1j * np.angle(a[0])); a = a * ph; psi = psi * ph
    sp = 1 - np.sum(abs(a)**2, 0)
    idx = np.sort(np.argsort(sp[:8])[:m]) if rule == 'sel' else np.arange(rule)
    u = polar(a[:, idx]); hn = dag(f) @ h @ f
    return dict(k=k, e=e, psi=psi, f=f, S=s, a=a, sp=sp, idx=idx, U=u,
                H=(u * e[idx]) @ dag(u), Hn=hn, HL=si @ hn @ si)
def mesh(vc, m, rule, nk=NK, shift=0.0):
    return [kpoint(vc, 2 * np.pi * i / (nk * L), m, rule, shift) for i in range(nk)]
def real_h(ms, hs, r, i=0, j=1):
    return np.mean([np.exp(-1j * p['k'] * r * L) * h[i, j] for p, h in zip(ms, hs)])
def real_d(ms, vs, r, i=0, j=1):
    return np.mean([np.exp(1j * p['k'] * r * L) * v[i].conj() * v[j] for p, v in zip(ms, vs)])
def bond(ms, band=0, r=0, i=0, j=1):
    return 4 * (real_h(ms, [p['H'] for p in ms], r, i, j)
                * real_d(ms, [p['U'][:, band] for p in ms], r, i, j)).real
ahat = lambda p: p['a'][:, 0] / np.linalg.norm(p['a'][:, 0])
def direct(ms):
    return 4 * (real_h(ms, [p['HL'] for p in ms], 0) * real_d(ms, [ahat(p) for p in ms], 0)).real
gauss = lambda y: (2 * ALPHA / np.pi)**.25 * np.exp(-ALPHA * y**2)
pot = lambda x, vc: sum(-d * np.exp(-(x - t - n * L)**2 / W**2)
                        for t, d in zip(TAU, [VA, VB, vc]) for n in range(-3, 4))

# finite-difference bands and least-squares spilling at a generic k
k0, n = 0.3 * np.pi / L, 280
dx = L / n; x = dx * np.arange(n); hf = np.zeros((n, n), complex)
for step, c in ((1, -16), (2, 1)):
    for i in range(n):
        hf[i, (i + step) % n] = c / (24 * dx**2) * (np.exp(1j * k0 * L) if i + step >= n else 1)
hf = hf + dag(hf) + np.diag(30 / (24 * dx**2) + pot(x, VC))
ef, vf = eigh(hf, subset_by_index=[0, 2])
chi = np.array([sum(np.exp(1j * k0 * r * L) * gauss(x - t - r * L) for r in range(-2, 3))
                for t in TAU[:2]]).T
res = vf - chi @ np.linalg.lstsq(chi, vf, rcond=None)[0]
p0 = kpoint(VC, k0, 2, 2)
assert np.allclose(ef, p0['e'][:3], atol=1e-5)
assert np.allclose(np.sum(abs(res)**2, 0), p0['sp'][:3], atol=1e-5)

clean, low, sel, three = mesh(0., 2, 2), mesh(VC, 2, 2), mesh(VC, 2, 'sel'), mesh(VC, 3, 3)
# real-space quadrature of S and H elements, including an inter-cell pair
xx = np.arange(-25, 25, 0.02)
for i, j, r in ((0, 1, 0), (0, 0, 0), (0, 2, -1), (1, 2, 0), (0, 2, 0)):
    y = xx - TAU[j] - r * L; bra = gauss(xx - TAU[i]) * 0.02
    assert abs(bra @ gauss(y) - real_h(three, [p['S'] for p in three], r, i, j)) < 1e-10
    hq = bra @ ((ALPHA - 2 * ALPHA**2 * y**2 + pot(xx, VC)) * gauss(y))
    assert abs(hq - real_h(three, [p['Hn'] for p in three], r, i, j)) < 1e-10

def untilted(p):
    e1, e2 = p['e'][p['idx']]; v = ahat(p)
    return e2 * np.eye(2) - (e2 - e1) * np.outer(v, v.conj())
for p in clean + low + sel:
    idx = p['idx']; a = p['a'][:, idx]; o = dag(a) @ a; sp = p['sp']; u = p['U']; e = p['e'][idx]
    out = np.setdiff1d(np.arange(2 * NG + 1), idx)
    assert abs(sp[idx].sum() - (1 - sp[out]).sum()) < 1e-10
    assert abs(o[0, 1]) <= np.sqrt(sp[idx].prod()) + 1e-12
    f2 = p['f'] @ (rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)) + 3 * np.eye(2))
    t2 = dag(f2) @ p['psi'][:, idx]
    assert np.allclose(dag(t2) @ np.linalg.solve(dag(f2) @ f2, t2), o, atol=1e-9)
    sig = np.linalg.svd(dag(np.linalg.qr(p['f'])[0]) @ p['psi'][:, idx], compute_uv=False)
    assert np.allclose(np.sort(sig**2), eigh(o)[0], atol=1e-10)
    assert np.allclose(a @ mpow(o, -.5), u, atol=1e-7)
    det = np.linalg.det(a); adj = np.array([[a[1, 1], -a[0, 1]], [-a[1, 0], a[0, 0]]])
    assert np.allclose((a + det / abs(det) * dag(adj)) / sig.sum(), u, atol=1e-8)
    dist = np.linalg.norm(a - u)**2
    assert abs(dist - ((1 - sig)**2).sum()) < 1e-10
    for size in (0.01, 0.3, 1.0):
        z = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
        assert np.linalg.norm(a - u @ expm(1j * size * (z + dag(z))))**2 > dist
    v = ahat(p); tilt = np.linalg.norm(u[:, 0] - v * np.vdot(v, u[:, 0]))
    assert abs(tilt - abs(o[0, 1]) / (np.sqrt(o[0, 0].real) * sig.sum())) < 1e-9
    assert abs(np.linalg.norm(p['H'] - untilted(p), 2) - (e[1] - e[0]) * tilt) < 1e-9
    assert abs(abs(u[0, 0] * u[1, 0])**2 - abs(v[0] * v[1])**2) <= tilt + 1e-12
    sh = mpow(p['S'], .5)
    assert np.allclose(eigh(sh @ p['H'] @ sh, p['S'])[0], e, atol=1e-11)
    spec = np.sum((p['e'][1:] - p['e'][0]) * p['a'][0, 1:] * p['a'][1, 1:].conj())
    assert abs(spec - p['HL'][0, 1]) < 1e-10
    a3 = p['a'][:, :3]; assert abs(eigh(dag(a3) @ a3)[0][0]) < 1e-12
    p['tilt'], p['sig'] = tilt, sig
assert all(list(p['idx']) == [0, 2] for p in sel)

# Gamma-point supercell without any k phases
ns = 6; q = 2 * np.pi * np.arange(-185, 186) / (ns * L)
es, ps = eigh(pw_ham(q, ns * L, [t + c * L for c in range(ns) for t in TAU], [VA, VB, VC] * ns))
fs = pw_orb(q, ns * L, [t + c * L for c in range(ns) for t in TAU[:2]])
us = polar(mpow(dag(fs) @ fs, -.5) @ dag(fs) @ ps[:, :2 * ns])
hs = (us * es[:2 * ns]) @ dag(us); ds = us[:, :ns].conj() @ us[:, :ns].T
m6 = mesh(VC, 2, 2, ns)
assert abs(hs[0, 3] - hs[0, 2 * ns - 1]) > 1e-7
for r in range(ns):
    assert abs(hs[0, 2 * r + 1] - real_h(m6, [p['H'] for p in m6], r)) < 1e-8
    assert abs(ds[0, 2 * r + 1] - real_d(m6, [p['U'][:, 0] for p in m6], r)) < 1e-8
def gapform(ms):
    return -4 * np.mean([np.diff(p['e'][p['idx']])[0] * abs(p['U'][0, 0] * p['U'][1, 0])**2 for p in ms])
assert abs(4 * (hs[0, 1::2] * ds[0, 1::2]).sum().real - gapform(m6)) < 1e-8
for ms in (clean, low, sel):
    ab = sum(bond(ms, 0, r) for r in range(NK))
    same = sum(bond(ms, 0, r, i, i) / 2 for r in range(NK) for i in (0, 1))
    assert abs(ab - gapform(ms)) < 1e-11
    assert abs(ab + same - 2 * np.mean([p['e'][0] for p in ms])) < 1e-11
    assert abs(bond(ms, 0) + bond(ms, 1)) < 1e-12
assert abs(bond(mesh(VC, 2, 2, 48)) - bond(low)) < 1e-4

# shift of the energy zero, applied to the potential
c0 = 0.5
shifted = mesh(0., 2, 2, shift=c0); one, one_s = mesh(0., 2, 1), mesh(0., 2, 1, shift=c0)
assert abs(bond(shifted) - bond(clean)) < 1e-10
d1 = real_d(one, [p['U'][:, 0] for p in one], 0)
assert abs(bond(one_s) - bond(one) - 4 * c0 * abs(d1)**2) < 1e-10
def nonorth(ms):
    d = real_d(ms, [mpow(p['S'], -.5) @ p['U'][:, 0] for p in ms], 0)
    hn = [mpow(p['S'], .5) @ p['H'] @ mpow(p['S'], .5) for p in ms]
    return 4 * (real_h(ms, hn, 0) * d).real, 4 * (real_h(ms, [p['S'] for p in ms], 0) * d).real
assert abs(nonorth(shifted)[0] - nonorth(clean)[0] - c0 * nonorth(clean)[1]) < 1e-10

# general M: limit of a vanishing column is reached linearly in eta
cr = lambda *s: rng.normal(size=s) + 1j * rng.normal(size=s)
b = np.linalg.qr(cr(4, 3))[0] + 0.05 * cr(4, 3); av = cr(4, 1); e4 = np.array([-1., -.6, -.2, .4])
bt = b @ mpow(dag(b) @ b, -.5)
h0 = (bt * e4[:3]) @ dag(bt) + e4[3] * (np.eye(4) - b @ np.linalg.pinv(b))
def err(eta):
    u = polar(np.hstack([b, eta * av])); return np.linalg.norm((u * e4) @ dag(u) - h0)
assert 9 < err(1e-3) / err(1e-4) < 11 and err(1e-4) < 1e-2

# physical claims of the example
avg = lambda ms, key, j: np.mean([p[key][j] for p in ms])
notilt = 4 * (real_h(low, [untilted(p) for p in low], 0) * real_d(low, [ahat(p) for p in low], 0)).real
gap2, gap3 = avg(low, 'e', 1) - avg(low, 'e', 0), avg(low, 'e', 2) - avg(low, 'e', 0)
assert avg(low, 'sp', 0) < 0.03 and avg(low, 'sp', 1) > 0.9 and avg(clean, 'sp', 1) < 0.05
assert bond(low) / bond(sel) < 0.75
assert abs(notilt / bond(sel) / (gap2 / gap3) - 1) < 0.05
assert abs(bond(sel) / bond(clean) - 1) < 0.05 and abs(bond(three) / bond(clean) - 1) < 0.05
assert abs(direct(low) / direct(clean) - 1) < 0.05 and abs(direct(clean) / bond(clean) - 1) < 0.25
assert abs(bond(three, 1)) < 0.1 * abs(bond(low, 1))

fm = lambda v, d=4: ' '.join(f'{t:.{d}f}' for t in np.real(v))
print(f'L {L} bohr, w {W} bohr, alpha {ALPHA} bohr^-2, tau A B C {fm(TAU, 1)} bohr')
print(f'V_A {VA}, V_B {VB}, V_C {VC} Ha; plane waves {2 * NG + 1}; k-points {NK}')
print(f'S_AB(k=0) {low[0]["S"][0, 1].real:.5f}; check k {k0:.5f} bohr^-1')
print(f'check k: PW bands {fm(p0["e"][:3], 6)} Ha; FD bands {fm(ef, 6)} Ha')
for name, ms in (('clean{1,2}', clean), ('low{1,2}', low), ('sel{1,3}', sel)):
    p = ms[0]; a = p['a'][:, p['idx']]
    print(f'{name} k=0: e1-3 {fm(p["e"][:3], 5)} Ha; s1-3 {fm(p["sp"][:3])}')
    print(f'{name} k=0: a_first {fm(a[:, 0])}; a_second {fm(a[:, 1])}; O12 {np.vdot(a[:, 0], a[:, 1]).real:.5f}')
    print(f'{name} k=0: sigma {fm(p["sig"])}; u1 {fm(p["U"][:, 0])}; ahat1 {fm(ahat(p))}; sin tilt {p["tilt"]:.5f}')
    print(f'{name} k=0: H_AB rebuilt {p["H"][0, 1].real:.5f} Ha; direct {p["HL"][0, 1].real:.5f} Ha')
    print(f'{name} mesh: charge spilling {avg(ms, "sp", 0):.4f}; set spilling {np.mean([t["sp"][t["idx"]].mean() for t in ms]):.4f}')
    print(f'{name} mesh: min sigma {min(t["sig"][1] for t in ms):.4f}; max sin tilt {max(t["tilt"] for t in ms):.4f}')
    print(f'{name} mesh: H_AB(0) {real_h(ms, [t["H"] for t in ms], 0).real:.5f} Ha; D_AB(0) {real_d(ms, [t["U"][:, 0] for t in ms], 0).real:.5f}')
    print(f'{name} ICOHP(R=0) {bond(ms):.5f} Ha = {bond(ms) * EV:.3f} eV; sum over R {gapform(ms):.5f} Ha')
print(f'V_C case mean bands {fm([avg(low, "e", j) for j in range(3)], 5)} Ha')
print(f'V_C case mean spillings bands 1-3 {fm([avg(low, "sp", j) for j in range(3)])}')
print(f'gaps e2-e1 {gap2:.5f}, e3-e1 {gap3:.5f} Ha; ratio {gap2 / gap3:.4f}')
print(f'low without tilt {notilt:.5f} Ha; ratio to sel {notilt / bond(sel):.4f}; low/sel {bond(low) / bond(sel):.4f}')
print(f'3 orbitals: ICOHP {bond(three):.5f} Ha = {bond(three) * EV:.3f} eV; spillings {fm([avg(three, "sp", j) for j in range(3)])}')
print(f'A-B term of bands 1,2: low {fm([bond(low, j) for j in range(2)], 5)} Ha')
print(f'A-B term of bands 1-3: 3 orbitals {fm([bond(three, j) for j in range(3)], 5)} Ha')
print(f'direct-element ICOHP: clean {direct(clean):.5f}, V_C case {direct(low):.5f} Ha')
print(f'shift {c0} Ha, N=1: ICOHP {bond(one):.5f} -> {bond(one_s):.5f} Ha; D_AB {d1.real:.5f}')
print(f'shift, nonorthogonal: {nonorth(clean)[0]:.5f} -> {nonorth(shifted)[0]:.5f} Ha; ICOOP {nonorth(clean)[1]:.5f}')
print(f'M=4 limit error: eta 1e-3 {err(1e-3):.3e}, eta 1e-4 {err(1e-4):.3e} Ha')
print('sweep: V_C(Ha) s1 s2 s3 | ICOHP(Ha) low sel 3-orbital direct')
for vc in (0., 0.6, 0.8, 0.9, 1.0, 1.1, 1.2):
    ml, msel, m3 = mesh(vc, 2, 2), mesh(vc, 2, 'sel'), mesh(vc, 3, 3)
    assert all(p['idx'][0] == 0 for p in msel)
    print(f'{vc:.1f} {fm([avg(ml, "sp", j) for j in range(3)])} | {fm([bond(ml), bond(msel), bond(m3), direct(ml)])}')
print('PASS')
```

Output:

```
L 14.0 bohr, w 1.0 bohr, alpha 0.4 bohr^-2, tau A B C -1.5 1.5 7.0 bohr
V_A 1.2, V_B 1.0, V_C 1.1 Ha; plane waves 61; k-points 24
S_AB(k=0) 0.16530; check k 0.06732 bohr^-1
check k: PW bands -0.651127 -0.543387 -0.437915 Ha; FD bands -0.651127 -0.543387 -0.437915 Ha
clean{1,2} k=0: e1-3 -0.65090 -0.43815 0.02148 Ha; s1-3 0.0040 0.0135 1.0000
clean{1,2} k=0: a_first 0.8980 0.4355; a_second 0.4333 -0.8937; O12 -0.00014
clean{1,2} k=0: sigma 0.9980 0.9932; u1 0.8998 0.4363; ahat1 0.8998 0.4364; sin tilt 0.00007
clean{1,2} k=0: H_AB rebuilt -0.08352 Ha; direct -0.08715 Ha
clean{1,2} mesh: charge spilling 0.0040; set spilling 0.0089
clean{1,2} mesh: min sigma 0.9929; max sin tilt 0.0001
clean{1,2} mesh: H_AB(0) -0.08349 Ha; D_AB(0) 0.39255
clean{1,2} ICOHP(R=0) -0.13110 Ha = -3.567 eV; sum over R -0.13110 Ha
low{1,2} k=0: e1-3 -0.65117 -0.54315 -0.43828 Ha; s1-3 0.0070 0.9962 0.0151
low{1,2} k=0: a_first 0.8964 0.4352; a_second 0.0617 0.0015; O12 0.05601
low{1,2} k=0: sigma 0.9981 0.0255; u1 0.8742 0.4855; ahat1 0.8996 0.4368; sin tilt 0.05492
low{1,2} k=0: H_AB rebuilt -0.04585 Ha; direct -0.08714 Ha
low{1,2} mesh: charge spilling 0.0059; set spilling 0.4992
low{1,2} mesh: min sigma 0.0255; max sin tilt 0.0549
low{1,2} mesh: H_AB(0) -0.04209 Ha; D_AB(0) 0.39203
low{1,2} ICOHP(R=0) -0.06601 Ha = -1.796 eV; sum over R -0.06661 Ha
sel{1,3} k=0: e1-3 -0.65117 -0.54315 -0.43828 Ha; s1-3 0.0070 0.9962 0.0151
sel{1,3} k=0: a_first 0.8964 0.4352; a_second 0.4318 -0.8936; O12 -0.00183
sel{1,3} k=0: sigma 0.9967 0.9922; u1 0.9000 0.4359; ahat1 0.8996 0.4368; sin tilt 0.00092
sel{1,3} k=0: H_AB rebuilt -0.08352 Ha; direct -0.08714 Ha
sel{1,3} mesh: charge spilling 0.0059; set spilling 0.0123
sel{1,3} mesh: min sigma 0.9886; max sin tilt 0.0018
sel{1,3} mesh: H_AB(0) -0.08389 Ha; D_AB(0) 0.39261
sel{1,3} ICOHP(R=0) -0.13175 Ha = -3.585 eV; sum over R -0.13175 Ha
V_C case mean bands -0.65107 -0.54372 -0.43739 Ha
V_C case mean spillings bands 1-3 0.0059 0.9926 0.0187
gaps e2-e1 0.10735, e3-e1 0.21368 Ha; ratio 0.5024
low without tilt -0.06615 Ha; ratio to sel 0.5021; low/sel 0.5010
3 orbitals: ICOHP -0.13091 Ha = -3.562 eV; spillings 0.0040 0.0066 0.0126
A-B term of bands 1,2: low -0.06601 0.06601 Ha
A-B term of bands 1-3: 3 orbitals -0.13091 0.00036 0.13055 Ha
direct-element ICOHP: clean -0.13686, V_C case -0.13681 Ha
shift 0.5 Ha, N=1: ICOHP -0.40134 -> -0.09304 Ha; D_AB 0.39262
shift, nonorthogonal: -0.22112 -> -0.11579 Ha; ICOOP 0.21066
M=4 limit error: eta 1e-3 4.225e-03, eta 1e-4 4.227e-04 Ha
sweep: V_C(Ha) s1 s2 s3 | ICOHP(Ha) low sel 3-orbital direct
0.0 0.0040 0.0138 0.9976 | -0.1311 -0.1311 -0.1317 -0.1369
0.6 0.0041 0.0166 0.9955 | -0.1309 -0.1309 -0.1313 -0.1368
0.8 0.0043 0.0269 0.9854 | -0.1304 -0.1304 -0.1312 -0.1368
0.9 0.0044 0.1066 0.9058 | -0.1291 -0.1291 -0.1312 -0.1368
1.0 0.0048 0.9576 0.0546 | -0.1063 -0.1327 -0.1311 -0.1368
1.1 0.0059 0.9926 0.0187 | -0.0660 -0.1318 -0.1309 -0.1368
1.2 0.0157 0.9865 0.0151 | -0.0242 -0.1316 -0.1295 -0.1367
PASS
```
